# Andreev Conductance of a Semiconductor–Superconductor Contact and Velocity Mismatch as a Barrier: test program

```python
"""Blonder-Tinkham-Klapwijk conductance of a semiconductor (N) - superconductor (S) contact.

Result under test, per spin-degenerate mode in units of 2e^2/h:
  g = 1 + A - B
  |E| < gap: g = 2 T^2 / ((2-T)^2 - 4 (1-T) (E/gap)^2)
  |E| > gap: g = 2 T / (T + (2-T) sqrt(1 - (gap/E)^2))
  T = 1/(1+Zeff^2),  Zeff^2 = H^2/(vN vS) + (1-r)^2/(4r),  r = vS/vN
A, B: Andreev and normal reflection probabilities; T: normal-state transmission;
H: strength of the interface delta potential; vN, vS: Fermi velocities.
Hartree atomic units inside; engineering units for the example.
The reference is a finite-difference Bogoliubov-de Gennes (BdG) scattering problem
with full dispersion, in which no derivative matching condition is imposed.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq


def lattice_bdg(E, gap, mN, muN, mS, muS, H, phase_step=1e-3):
    """Probabilities A, B, C, D for an electron incident from N on a fine lattice."""
    kmax = max(np.sqrt(2*mN*muN), np.sqrt(2*mS*muS))
    h = phase_step/kmax
    tN, tS = 1/(2*mN*h*h), 1/(2*mS*h*h)
    if abs(E) > gap:
        s = np.sign(E)*np.sqrt(E*E - gap*gap)
    else:
        s = 1j*np.sqrt(gap*gap - E*E)
    al = gap/(E + s)

    def phase(kinetic, hop):
        return 2*np.arcsin(np.sqrt(kinetic/(4*hop) + 0j))

    ke, kh = phase(muN + E, tN), phase(muN - E, tN)
    qe, qh = phase(muS + s, tS), phase(muS - s, tS)
    site = tN + tS + H/h - (muN + muS)/2
    fe, fh = np.exp(1j*qe), np.exp(-1j*qh)
    # unknown amplitudes: Andreev hole, reflected electron, two waves in S
    M = np.array([
        [0, 1, -1, -al],
        [1, 0, -al, -1],
        [0, -tN*np.exp(1j*ke), site - E + gap*al/2 - tS*fe,
         (site - E)*al + gap/2 - tS*al*fh],
        [tN*np.exp(-1j*kh), 0, -(site + E)*al + gap/2 + tS*al*fe,
         -(site + E) + gap*al/2 + tS*fh]], dtype=complex)
    rhs = np.array([-1, 0, tN*np.exp(-1j*ke), 0], dtype=complex)
    a, b, c, d = np.linalg.solve(M, rhs)
    flux_in = tN*np.sin(ke).real
    A = abs(a)**2*tN*np.sin(kh).real/flux_in
    B = abs(b)**2
    C = D = 0.0
    if abs(E) > gap:
        C = abs(c)**2*(1 - abs(al)**2)*tS*np.sin(qe).real/flux_in
        D = abs(d)**2*(1 - abs(al)**2)*tS*np.sin(qh).real/flux_in
    return A, B, C, D


def zeff_squared(vN, vS, H):
    r = vS/vN
    return H*H/(vN*vS) + (1 - r)**2/(4*r)


def transmission(vN, vS, H=0.0):
    return 1/(1 + zeff_squared(vN, vS, H))


def reflection_formula(x, T):
    """A and B from the closed amplitudes; x = E/gap."""
    s = np.sign(x)*np.sqrt(x*x - 1) if abs(x) > 1 else 1j*np.sqrt(1 - x*x)
    al = 1/(x + s)
    den = abs(1 - (1 - T)*al**2)**2
    return T*T*abs(al)**2/den, (1 - T)*abs(1 - al**2)**2/den


def g_formula(x, T):
    x = abs(x)
    if x < 1:
        return 2*T*T/((2 - T)**2 - 4*(1 - T)*x*x)
    return 2*T/(T + (2 - T)*np.sqrt(1 - 1/x**2))


def thermal_g(T, kT):
    """Zero-bias conductance at temperature kT (in units of the gap)."""
    def integrand(x):
        return g_formula(x, T)/(4*kT*np.cosh(x/(2*kT))**2)
    return 2*(quad(integrand, 0, 1)[0] + quad(integrand, 1, 1 + 30*kT)[0])


# ---- reflection probabilities, conservation and normal transmission
mN, mS = 0.05, 1.0
energies = (-2.0, -0.5, 0.0, 0.5, 0.9, 1.1, 2.0, 10.0)
worst = 0.0
for vN, vS, H in ((1, 1, 0), (1, 2.5, 0), (2.5, 1, 0), (0.8, 1.7, 0.6), (1, 1, 0.7)):
    muN, muS = mN*vN**2/2, mS*vS**2/2
    gap = 1e-8*muN
    T = transmission(vN, vS, H)
    for x in energies:
        A, B, C, D = lattice_bdg(x*gap, gap, mN, muN, mS, muS, H)
        Af, Bf = reflection_formula(x, T)
        assert abs(A + B + C + D - 1) < 1e-7
        worst = max(worst, abs(A - Af), abs(B - Bf), abs(1 + A - B - g_formula(x, T)))
    A, B, C, D = lattice_bdg(1e3*gap, gap, mN, muN, mS, muS, H)
    assert abs((1 - B) - T) < 2e-5      # far above the gap S acts as a normal metal
assert worst < 1e-5                     # lattice error is of order phase_step^2

# ---- doubling with equal velocities although wave vectors differ twentyfold
A, B, _, _ = lattice_bdg(0.3e-9, 1e-9, 0.05, 0.025, 1.0, 0.5, 0.0)
doubling = 1 + A - B
assert abs(doubling - 2) < 1e-5

# ---- mismatch without barrier equals a matched contact with a barrier
ratio = 2.5
H_equiv = (ratio - 1)/(2*np.sqrt(ratio))
for x in energies:
    p = lattice_bdg(x*1e-9, 1e-9, 0.05, 0.025, 1.0, ratio**2/2, 0.0)
    q = lattice_bdg(x*1e-9, 1e-9, 1.0, 0.5, 1.0, 0.5, H_equiv)
    assert max(abs(p[0] - q[0]), abs(p[1] - q[1])) < 1e-5

# ---- the equivalence is an approximation that improves as gap/Fermi energy falls
def approximation_error(gap_over_mu):
    gap = gap_over_mu*0.025
    T = transmission(1, ratio)
    err = 0.0
    for x in (0.5, 2.0):
        A, B, _, _ = lattice_bdg(x*gap, gap, 0.05, 0.025, 1.0, ratio**2/2, 0.0)
        err = max(err, abs(1 + A - B - g_formula(x, T)))
    return err


error_coarse, error_fine = approximation_error(0.1), approximation_error(0.01)
assert error_fine < error_coarse/5

# ---- current from counting left and right movers with lattice coefficients
grid = np.linspace(-12, 12, 2400)
step = grid[1] - grid[0]
T_test = transmission(1, ratio)
AB = np.array([lattice_bdg(x*1e-9, 1e-9, 0.05, 0.025, 1.0, ratio**2/2, 0.0)[:2]
               for x in grid])
g_grid = np.array([g_formula(x, T_test) for x in grid])


def fermi(x, kT):
    return 0.5*(1 - np.tanh(x/(2*kT)))


def counted_current(V, kT):
    right = fermi(grid - V, kT)
    holes = 1 - fermi(-grid - V, kT)
    left = AB[:, 0]*holes + AB[:, 1]*right + (1 - AB.sum(axis=1))*fermi(grid, kT)
    return np.sum(right - left)*step


for V in (0.7, 1.6):
    direct = np.sum((fermi(grid - V, 0.1) - fermi(grid, 0.1))*g_grid)*step
    assert abs(counted_current(V, 0.1) - direct) < 1e-4*direct
assert abs(counted_current(0.01, 0.14)/0.01 - thermal_g(T_test, 0.14)) < 2e-3

# ---- threshold for zero-bias enhancement over the normal state
r_crit = brentq(lambda r: g_formula(0, transmission(1, r)) - transmission(1, r), 1.01, 20)
T_crit = transmission(1, r_crit)
assert abs(T_crit - (3 - np.sqrt(5))) < 1e-9

# ---- worked example: InAs electron gas and aluminium, rough typical values
pc = sc.physical_constants
Eh = pc['Hartree energy in eV'][0]
a0 = pc['Bohr radius'][0]*1e9
v_au = pc['atomic unit of velocity'][0]
density_cm2, m_edge, Eg_eV = 1e12, 0.023, 0.36
mobility_cm2, EF_Al_eV, gap_meV = 2e4, 11.7, 0.18
temp_K, width_nm = 0.3, 200.0
barrier_eV, barrier_nm = 0.6, 0.5

kN = np.sqrt(2*np.pi*density_cm2*1e-14)*a0
Eg = Eg_eV/Eh


def kane_energy(k):
    return Eg/2*(-1 + np.sqrt(1 + 4*k*k/(2*m_edge)/Eg))


EN = kane_energy(kN)
mF = m_edge*(1 + 2*EN/Eg)
vN = kN/mF
dk = 1e-4*kN
assert abs((kane_energy(kN + dk) - kane_energy(kN - dk))/(2*dk)/vN - 1) < 1e-6
muN, muS = kN**2/(2*mF), EF_Al_eV/Eh
vS = kS = np.sqrt(2*muS)
H = barrier_eV*barrier_nm/(Eh*a0)
T_mis, T_bar = transmission(vN, vS), transmission(vN, vS, H)
gap = gap_meV*1e-3/Eh
kT = sc.k*temp_K/sc.e*1e3/gap_meV

# finite gap over Fermi energy, with the example's own numbers
real_error = 0.0
for x in (0.0, 0.5, 0.9, 1.5, 3.0):
    A, B, _, _ = lattice_bdg(x*gap, gap, mF, muN, 1.0, muS, 0.0, 2e-4)
    real_error = max(real_error, abs(1 + A - B - g_formula(x, T_mis)))

# oblique incidence with conserved transverse wave vector
def T_angle(theta):
    return transmission(vN*np.cos(theta), vS*np.sqrt(1 - (kN*np.sin(theta)/kS)**2))


theta = 1.0
kpar2 = (kN*np.sin(theta))**2
A, B, _, _ = lattice_bdg(0, 1e-9*muN, mF, muN - kpar2/(2*mF), 1.0, muS - kpar2/2, 0.0)
assert abs(1 + A - B - g_formula(0, T_angle(theta))) < 1e-5
top = np.pi/2 - 1e-9
T_avg = quad(lambda t: np.cos(t)*T_angle(t), 0, top)[0]
g_avg = quad(lambda t: np.cos(t)*g_formula(0, T_angle(t)), 0, top)[0]

# two-band matching: the energy-dependent mass enters the derivative condition
T_two_band = transmission(kN/(m_edge*(1 + EN/Eg)), vS)


def T_rectangle(height, width):
    """Normal transmission of a rectangular barrier with semiconductor mass."""
    kb = np.sqrt(2*mF*(muN - height) + 0j)
    vb, tn = kb/mF, np.tan(kb*width)
    z = vb*(vS - 1j*vb*tn)/(vb - 1j*vS*tn)
    return 1 - abs((vN - z)/(vN + z))**2


w = barrier_nm/a0
assert abs(T_rectangle(H/(w*1e-4), w*1e-4) - T_bar) < 1e-3
T_rect = T_rectangle(H/w, w)

modes = int(kN/a0*width_nm/np.pi)
sharvin = sc.h/(2*sc.e**2*modes)
sheet = 1/(density_cm2*sc.e*mobility_cm2)
mfp_nm = sc.hbar*(kN/a0*1e9)*(mobility_cm2*1e-4)/sc.e*1e9

print(f"largest lattice-formula difference in A, B, g: {worst:.1e}")
print(f"g, equal velocities, unequal masses (lattice): {doubling:.5f} (2e^2/h)")
print(f"error of g at gap/E_F = 0.1 : {error_coarse:.2e} (2e^2/h)")
print(f"error of g at gap/E_F = 0.01: {error_fine:.2e} (2e^2/h)")
print(f"threshold transmission for enhancement: {T_crit:.4f}")
print(f"threshold velocity ratio, no barrier: {r_crit:.3f}")
print("InAs-Al example, rough typical inputs:")
print(f"electron density: {density_cm2:.1e} cm^-2")
print(f"InAs band-edge mass: {m_edge:.3f} m_e")
print(f"InAs band gap: {Eg_eV:.2f} eV")
print(f"electron mobility: {mobility_cm2:.0f} cm^2/Vs")
print(f"Al Fermi energy: {EF_Al_eV:.1f} eV; Al mass: 1 m_e")
print(f"Al superconducting gap: {gap_meV:.2f} meV")
print(f"temperature: {temp_K:.1f} K; contact width: {width_nm:.0f} nm")
print(f"chosen barrier: {barrier_eV:.1f} eV high, {barrier_nm:.1f} nm wide")
print(f"barrier strength H: {barrier_eV*barrier_nm:.2f} eV nm")
print("Derived quantities:")
print(f"InAs Fermi energy above band edge (Kane): {EN*Eh*1e3:.1f} meV")
print(f"InAs mass at Fermi level: {mF:.4f} m_e")
print(f"Fermi energy of equivalent parabola: {muN*Eh*1e3:.1f} meV")
print(f"Fermi wave vectors InAs, Al: {kN/a0:.3f}, {kS/a0:.2f} nm^-1")
print(f"Fermi velocities InAs, Al: {vN*v_au/1e6:.3f}, {vS*v_au/1e6:.3f} 10^6 m/s")
print(f"velocity ratio r: {vS/vN:.3f}; wave-vector ratio: {kS/kN:.1f}")
print(f"T if wave vectors replaced velocities: {transmission(kN, kS):.4f}")
print(f"barrier part of Z: {H/np.sqrt(vN*vS):.4f}")
print(f"Zeff mismatch only: {np.sqrt(zeff_squared(vN, vS, 0)):.4f}")
print(f"Zeff mismatch + barrier: {np.sqrt(zeff_squared(vN, vS, H)):.4f}")
print(f"T mismatch only: {T_mis:.4f}; mismatch + barrier: {T_bar:.4f}")
A0, B0 = reflection_formula(0.0, T_mis)
print(f"A, B at zero bias, mismatch only: {A0:.4f}, {B0:.4f}")
print("g in 2e^2/h: eV/gap, transparent, mismatch, mismatch+barrier")
for x in (0.0, 0.5, 0.9, 1.0, 1.5, 3.0):
    print(f"  {x:.1f}  {g_formula(x, 1.0):.4f}  {g_formula(x, T_mis):.4f}"
          f"  {g_formula(x, T_bar):.4f}")
print(f"zero-bias G_NS/G_N, mismatch only: {g_formula(0, T_mis)/T_mis:.4f}")
print(f"zero-bias G_NS/G_N, with barrier: {g_formula(0, T_bar)/T_bar:.4f}")
print("Sizes of neglected effects:")
print(f"kT/gap: {kT:.4f}")
print(f"thermal zero-bias g, mismatch only: {thermal_g(T_mis, kT):.4f} (2e^2/h)")
print(f"error from finite gap/E_F: {real_error:.1e} (2e^2/h)")
print(f"angle-averaged T: {T_avg:.4f}; G_NS/G_N: {g_avg/T_avg:.4f}")
print(f"two-band matching T: {T_two_band:.4f}; "
      f"G_NS/G_N: {g_formula(0, T_two_band)/T_two_band:.4f}")
print(f"finite-width barrier T: {T_rect:.4f}; "
      f"G_NS/G_N: {g_formula(0, T_rect)/T_rect:.4f}")
print(f"mean free path: {mfp_nm:.0f} nm")
print(f"modes: {modes}; ideal normal contact resistance: {sharvin:.0f} ohm")
print(f"series resistance of one square of InAs: {sheet:.0f} ohm")
print("all tests passed")
```

Printed output:

```
largest lattice-formula difference in A, B, g: 1.7e-07
g, equal velocities, unequal masses (lattice): 2.00000 (2e^2/h)
error of g at gap/E_F = 0.1 : 3.10e-02 (2e^2/h)
error of g at gap/E_F = 0.01: 3.50e-03 (2e^2/h)
threshold transmission for enhancement: 0.7639
threshold velocity ratio, no barrier: 2.890
InAs-Al example, rough typical inputs:
electron density: 1.0e+12 cm^-2
InAs band-edge mass: 0.023 m_e
InAs band gap: 0.36 eV
electron mobility: 20000 cm^2/Vs
Al Fermi energy: 11.7 eV; Al mass: 1 m_e
Al superconducting gap: 0.18 meV
temperature: 0.3 K; contact width: 200 nm
chosen barrier: 0.6 eV high, 0.5 nm wide
barrier strength H: 0.30 eV nm
Derived quantities:
InAs Fermi energy above band edge (Kane): 84.3 meV
InAs mass at Fermi level: 0.0338 m_e
Fermi energy of equivalent parabola: 70.9 meV
Fermi wave vectors InAs, Al: 0.251, 17.52 nm^-1
Fermi velocities InAs, Al: 0.859, 2.029 10^6 m/s
velocity ratio r: 2.361; wave-vector ratio: 69.9
T if wave vectors replaced velocities: 0.0556
barrier part of Z: 0.3452
Zeff mismatch only: 0.4429
Zeff mismatch + barrier: 0.5616
T mismatch only: 0.8360; mismatch + barrier: 0.7602
A, B at zero bias, mismatch only: 0.5158, 0.4842
g in 2e^2/h: eV/gap, transparent, mismatch, mismatch+barrier
  0.0  2.0000  1.0316  0.7521
  0.5  2.0000  1.1737  0.8911
  0.9  2.0000  1.6973  1.5206
  1.0  2.0000  2.0000  2.0000
  1.5  1.1459  0.9814  0.9027
  3.0  1.0294  0.8648  0.7882
zero-bias G_NS/G_N, mismatch only: 1.2340
zero-bias G_NS/G_N, with barrier: 0.9893
Sizes of neglected effects:
kT/gap: 0.1436
thermal zero-bias g, mismatch only: 1.0697 (2e^2/h)
error from finite gap/E_F: 1.3e-03 (2e^2/h)
angle-averaged T: 0.7269; G_NS/G_N: 1.0100
two-band matching T: 0.8912; G_NS/G_N: 1.4496
finite-width barrier T: 0.7209; G_NS/G_N: 0.8813
mean free path: 330 nm
modes: 15; ideal normal contact resistance: 860 ohm
series resistance of one square of InAs: 312 ohm
all tests passed
```
